The Hamaker energy of two spheres and the Derjaguin approximation

Two simple formulas describe the dispersion attraction of two spheres: one for a very small gap, the other for a very large distance. Between these limits both can fail badly. Take spheres with radii of 100 and 300 bohr, separated by a gap of 15 bohr, with the material parameters given in the worked example. The small-gap formula makes the attraction 68% too strong relative to the full sum over atom pairs, taken with the atoms smeared out into uniform densities. The large-distance formula makes it about 53 times too weak. The full sum shows how far either formula may be trusted. For uniform densities and a pair energy proportional to 1/s⁶ this sum can be done in closed form.

**Assumptions and notation**

Hartree atomic units are used. Ball 1 has radius R1 and ball 2 has radius R2. Their centres are a distance r apart, and the gap between their surfaces is

d = r − R1 − R2 > 0.

1. An atom of ball 1 and an atom of ball 2 at distance s have the energy −C6/s⁶, with C6 > 0. Retardation, the effect of the finite speed of light, is neglected.
2. The total energy is the sum of these pair energies. A third atom does not alter the attraction of the other two.
3. The atoms are smeared out into uniform number densities ρ1 and ρ2, so sums become integrals. This requires a gap larger than the spacing of the atoms.
4. There is vacuum between the balls.

The energy is zero at infinite separation, and a negative energy means attraction. The abbreviations are

A = π²C6ρ1ρ2,
S = R1 + R2,
p = R1R2,
Re = p/S.

A is the Hamaker constant, an energy. Re is the effective radius; it equals R1/2 for equal spheres and tends to the smaller radius when the other radius grows without bound.

**Theorem**

Under these assumptions, with

u = 2R1R2/(r² − R1² − R2²),

the interaction energy is

E = −(A/3)[u/(1 − u²) − artanh u].   (1)

An equivalent form is

E = −(A/6)[2p/X + 2p/Y + ln(X/Y)],   (2)

X = r² − (R1 + R2)²,  Y = r² − (R1 − R2)².

Its limits are

E → −A R1R2/(6d(R1 + R2)) for d ≪ Re,   (3)

E → −16A R1³R2³/(9r⁶) for r ≫ R1 + R2.   (4)

For every d > 0 the magnitude of E lies strictly between the two limiting expressions: (3) is too strong and (4) is too weak.

The proof first adds up the atoms of ball 1 as seen from one outside atom, then the atoms of ball 2, shell by shell.

**Lemma 1 (one atom and a ball)**

For a point at distance z > R1 from the centre of ball 1, the integral of 1/s⁶ over the ball is

K(z) = (4π/3)R1³/(z² − R1²)³.   (5)

Proof. Consider a thin shell of radius a < R1. A point on it at polar angle θ, measured from the line to the outside point, has

s² = a² + z² − 2az cos θ.

At fixed a and z, differentiation gives s ds = az sin θ dθ. The ring between θ and θ + dθ therefore has the area

dS = 2πa² sin θ dθ = (2πa/z) s ds.

As θ runs from 0 to π, s runs from z − a to z + a. The shell contributes, per unit thickness,

(2πa/z) ∫ s⁻⁵ ds = (πa/2z)[1/(z − a)⁴ − 1/(z + a)⁴].

On the common denominator (z² − a²)⁴, the numerator of the bracket is

(z + a)⁴ − (z − a)⁴ = 8z³a + 8za³ = 8az(z² + a²),

so the shell contributes

4πa²(z² + a²)/(z² − a²)⁴.

This is a derivative with respect to a, because

d/da [a³/(z² − a²)³]
= 3a²/(z² − a²)³ + 6a⁴/(z² − a²)⁴
= [3a²(z² − a²) + 6a⁴]/(z² − a²)⁴
= 3a²(z² + a²)/(z² − a²)⁴.

The shell contribution is 4π/3 times this. Integration from a = 0 to R1 gives (5). ∎

Far away, K becomes the volume of the ball divided by z⁶. Near a very large ball, put z = R1 + g and let R1 grow at fixed g. Then z² − R1² = g(2R1 + g), and

K → (4π/3)R1³/(8R1³g³) = π/(6g³).   (6)

This is the sum over a half-space seen from height g.

**Lemma 2 (one shell of ball 2)**

Let J(b) be the integral of K over the surface of a sphere of radius b ≤ R2 about the centre of ball 2. With

G(b) = r² − R1² − b²,  v(b) = 2R1b/G(b),

it is

J(b) = (2π²/3) v²/(1 − v²)² · dv/db.   (7)

Proof. The ring argument of Lemma 1 applies again, now with the centre of ball 1 as the outside point. The area element is (2πb/r) z dz, and z runs from r − b to r + b. Since

∫ z dz/(z² − R1²)³ = −1/[4(z² − R1²)²],

the result is

J = (2πb/r)(4πR1³/3)(1/4)(1/P² − 1/Q²)
= (2π²R1³b/3r)(Q² − P²)/(PQ)²,

P = (r − b)² − R1²,  Q = (r + b)² − R1².

The difference and the sum of P and Q are

Q − P = 4rb,  Q + P = 2(r² + b² − R1²) = 2(G + 2b²).

Their product is Q² − P² = 8rb(G + 2b²), and so

J = (16π²/3)R1³b²(G + 2b²)/(PQ)².

To find PQ, write P = (G + 2b²) − 2rb and Q = (G + 2b²) + 2rb, and use r² = G + R1² + b²:

PQ = (G + 2b²)² − 4r²b²
= G² + 4Gb² + 4b⁴ − 4Gb² − 4R1²b² − 4b⁴
= G² − 4R1²b²
= G²(1 − v²).

The balls do not touch, so G − 2R1b = r² − (R1 + b)² is positive. Hence G > 0 and 0 ≤ v < 1. Because dG/db = −2b,

dv/db = 2R1/G + 4R1b²/G² = 2R1(G + 2b²)/G².

Thus G + 2b² = (G²/2R1) dv/db. Inserting this and PQ into J gives

J = (16π²/3) · R1²b²/(2G²) · 1/(1 − v²)² · dv/db.

Finally R1²b²/G² = v²/4, and the numerical factor is (16π²/3)/8 = 2π²/3. ∎

**Proof of the closed forms**

Integrating J over b from 0 to R2 collects all of ball 2. Equation (7) turns this into an integral over v from 0 to v(R2) = u. The antiderivative follows from

d/dv [v/(1 − v²)] = (1 + v²)/(1 − v²)²,

d/dv [artanh v] = 1/(1 − v²) = (1 − v²)/(1 − v²)².

Their difference is 2v²/(1 − v²)². The double volume integral of 1/s⁶ is therefore

(2π²/3)(1/2)[u/(1 − u²) − artanh u]
= (π²/3)[u/(1 − u²) − artanh u].

Multiplication by −C6ρ1ρ2 = −A/π² gives (1).

For (2), let G now stand for r² − R1² − R2². Then u = 2p/G, X = G − 2p and Y = G + 2p, so that 1 − u = X/G and 1 + u = Y/G. Partial fractions give

u/(1 − u²) = (1/2)[1/(1 − u) − 1/(1 + u)]
= (1/2)[G/X − G/Y]
= (1/2)[(1 + 2p/X) − (1 − 2p/Y)]
= (1/2)[2p/X + 2p/Y].

Also artanh u = (1/2)ln[(1 + u)/(1 − u)] = (1/2)ln(Y/X). Its minus sign in (1) turns the logarithm into ln(X/Y), and (2) follows. ∎

All lengths enter through the ratio u. Enlarging both radii and the gap by the same factor leaves E unchanged at fixed A: the volume integrals supply six powers of length, which cancel those of 1/s⁶.

**Proof of the far limit**

For 0 < u < 1 the power series are

u/(1 − u²) = u + u³ + u⁵ + …,

artanh u = u + u³/3 + u⁵/5 + ….

The linear terms cancel, leaving

E = −(A/3)[2u³/3 + 4u⁵/5 + …].   (8)

At large r,

u³ = (8p³/r⁶)[1 − (R1² + R2²)/r²]⁻³
= (8p³/r⁶)[1 + 3(R1² + R2²)/r² + O(r⁻⁴)].

The term in u⁵ is smaller than the one in u³ by a factor of order u², which is of order r⁻⁴. Hence

E = −(16Ap³/9r⁶)[1 + 3(R1² + R2²)/r² + O(r⁻⁴)].   (9)

The leading term is (4). With the atom numbers N1 = (4π/3)R1³ρ1 and N2 = (4π/3)R2³ρ2,

N1N2C6 = (16π²/9)R1³R2³ρ1ρ2C6 = (16/9)A R1³R2³.

The far limit is thus −N1N2C6/r⁶, as if all atoms of each ball sat at its centre.

All coefficients in (8) are positive, since the coefficient of uⁿ in the bracket is 1 − 1/n for odd n ≥ 3. Moreover u > 2p/r². Therefore |E| exceeds the magnitude of (4) at every separation. ∎

When u is small, (1) subtracts two nearly equal numbers of size u to obtain one of size u³. A numerical evaluation then loses digits, and the series (8) is the better choice.

**Proof of the contact limit**

From r = S + d,

X = (S + d)² − S² = d(2S + d),  Y = X + 4p.

Let δ = d/Re. Since (R1 − R2)² ≥ 0 implies p ≤ S²/4, we have Re ≤ S/4. A small δ therefore makes d/S small as well. The three terms of (2) become

2p/X = (Re/d)/(1 + d/2S) = 1/δ − Re/(2S) + O(δ),

2p/Y = (1/2)/(1 + X/4p) = 1/2 + O(δ),

ln(X/Y) = ln(X/4p) − ln(1 + X/4p) = ln(δ/2) + O(δ).

The last two lines use p = ReS, which gives X/4p = (δ/2)(1 + d/2S). The first term dominates, so E approaches

E_D = −A Re/(6d) = −A/(6δ),   (10)

which is (3). Keeping the next terms gives

E/E_D = 1 + δ[ln(δ/2) + 1/2 − Re/(2S)] + O(δ²).   (11)

It remains to show that E_D is too strong at every gap. First, X > 2Sd, so 2p/X < p/(Sd) = Re/d. Second, with q = X/4p, the other two terms of (2) are

1/[2(1 + q)] − ln(1 + 1/q).

The logarithm is the integral of 1/t from q to q + 1, a range of length one on which 1/t is at least 1/(q + 1). It therefore exceeds 1/(1 + q), and the sum of the two terms is negative. The bracket in (2) is then smaller than Re/d. It is positive because it comes from an integral of 1/s⁶. Hence |E| < |E_D|. ∎

The condition d ≪ Re is a condition on the smaller sphere. If R2 ≪ d ≪ R1, the small sphere acts as N2 atoms at nearly the same height above a wall, and (6) gives E ≈ −πC6ρ1N2/(6d³). Neither (3) nor (4) describes this intermediate regime.

**The Derjaguin approximation**

The contact limit can also be reached without the closed form. Derjaguin's approximation treats each small patch of the gap as a gap between parallel half-spaces. By (6), the half-space energy per area at separation D is

W(D) = −C6ρ1ρ2 ∫ from D to ∞ of π/(6g³) dg
= −πC6ρ1ρ2/(12D²)
= −A/(12πD²).

At a small distance t from the axis, the surface of a sphere of radius R has receded by R − √(R² − t²) ≈ t²/(2R). The local gap is then

D = d + t²/(2R1) + t²/(2R2) = d + t²/(2Re).

The patches between t and t + dt have the area 2πt dt = 2πRe dD. If the parabola is continued to infinity,

2πRe ∫ from d to ∞ of W(D) dD
= −(A Re/6) ∫ from d to ∞ of dD/D²
= −A Re/(6d).

This is E_D of (10). The approximation thus gives the correct leading term, and (11) measures its error within the additive model.

The force shows a smaller error. Let F = −dE/dr, so that attraction has F < 0. From u = 2p/G and dG/dr = 2r,

du/dr = −4pr/G² = −ru²/p.

The derivative of the bracket in (1) with respect to u is 2u²/(1 − u²)², and therefore

F = −(2Ar/3p) u⁴/(1 − u²)².   (12)

To compare this with F_D = −A Re/(6d²), write the bracket of (2) as B(δ). The expansions above show that B is 1/δ + ln δ plus a power series in δ, which may be differentiated term by term. At fixed radii,

F = (A/6Re) dB/dδ = (A/6Re)[−1/δ² + 1/δ + O(1)].

Since F_D = −A/(6Reδ²),

F/F_D = 1 − δ + O(δ²).   (13)

The relative error of the energy is of order δ ln(1/δ), while that of the force is of order δ. Differentiation turns the slowly varying logarithm into 1/δ, which removes the large factor.

**Worked example**

Take the round model values C6 = 100 hartree bohr⁶, ρ1 = 0.004 bohr⁻³, ρ2 = 0.005 bohr⁻³, R1 = 100 bohr, R2 = 300 bohr and d = 15 bohr. Then

A = π² × 100 × 0.004 × 0.005 = 0.01974 hartree (0.537 eV),

Re = 100 × 300/400 = 75 bohr,  δ = 15/75 = 0.2,

r = 100 + 300 + 15 = 415 bohr,

u = 60000/(172225 − 10000 − 90000) = 0.83074.

The two terms in (1) are u/(1 − u²) = 2.6809 and artanh u = 1.1905, so

E = −(0.01974/3)(2.6809 − 1.1905)
= −9.81 × 10⁻³ hartree (−0.267 eV).

Derjaguin's approximation gives

E_D = −0.01974 × 75/(6 × 15)
= −1.645 × 10⁻² hartree (−0.448 eV),

which is 1.68 times the closed-form value. These digits belong to the continuum model. The gap is only two to three atomic spacings, and explicit sums over simple cubic lattices of the same densities, differently placed and oriented, move E by a few percent and this ratio between about 1.62 and 1.70. The far formula gives −1.85 × 10⁻⁴ hartree. The force from (12) is −9.03 × 10⁻⁴ hartree/bohr, against −1.097 × 10⁻³ hartree/bohr from F_D. The approximate force is about 21% too strong relative to (12), a much smaller error than the 68% in the energy.

For the same ratio of radii, evaluating the double integral at other gaps gives the ratios below. They depend only on δ and R2/R1. For the radii of the example the first three rows are gaps below or near the atomic spacing, so they apply physically only to larger spheres.

δ = d/Re | E/E_D | F/F_D
0.001 | 0.993 | 0.999
0.01 | 0.951 | 0.990
0.1 | 0.735 | 0.906
0.2 | 0.596 | 0.823
1 | 0.198 | 0.415
10 | 0.0016 | 0.0067

At δ = 0.01, (11) gives 0.951 and describes the energy well. At δ = 0.2 it gives 0.621 instead of 0.596, so higher terms have become visible.

Now measure the errors as 1 − E/E_D and 1 − F/F_D, relative to the approximate values. Solving for the gap with a numerical root finder shows that the energy error reaches 1% at δ = 0.0015 and 10% at δ = 0.025. The force error reaches 1% at δ = 0.010 and 10% at δ = 0.107. For the present spheres a 1% energy error would require a gap of about 0.0015 × 75 ≈ 0.1 bohr. This is far below the atomic spacing, roughly ρ1^(−1/3) ≈ 6 bohr, so the continuum model has no meaning there. At a gap of 15 bohr and the same ratio of radii, that accuracy needs an effective radius of about 10⁴ bohr.

For small δ, the ratio of the radii matters little once δ is fixed. This does not carry over to large δ, where the energy of equal spheres falls as 1/r⁶ but that of a small sphere facing a much larger one falls only as 1/d³ as long as d stays well below the larger radius, and goes over to 1/r⁶ only when the distance far exceeds that radius. At δ = 0.1, E/E_D is 0.732 for equal spheres, 0.735 for R2/R1 = 3 and 0.743 for R2/R1 = 1000. Equation (11) accounts for this: the size ratio enters its first correction through Re/(2S), which lies between 0 and 1/8. At δ = 0.1 it can shift that correction by at most 0.0125.

At r = 4000 bohr the energy is 1.0190 times the far formula. The first correction in (9) predicts

1 + 3(10000 + 90000)/4000² = 1.01875.

This distance illustrates the model without retardation, and so do the larger gaps of the table. For atoms with a single absorption frequency between 0.3 and 0.8 hartree, retardation weakens the energy of these spheres by 1 to 5% at a gap of 15 bohr, by 5 to 18% at 75 bohr (δ = 1), by one third to two thirds at 750 bohr (δ = 10) and by 74 to 90% at r = 4000 bohr.

**Remark (relation to Lifshitz theory)**

Lifshitz theory describes the materials by their dielectric functions and does not assume pairwise additivity. For two half-spaces without retardation, and with dielectric functions that depend on frequency alone, the separation D is the only length in the problem. An energy per area must then be a constant energy divided by D². Writing it as −A_L/(12πD²) defines a Hamaker constant A_L, which need not equal π²C6ρ1ρ2.

Derjaguin's construction uses W(D) and the shape of the gap, so it gives −A_L Re/(6d) for nearly touching spheres. The proof of (1), in contrast, uses additivity at every step. Replacing A by A_L in (1) therefore makes it an approximation away from contact. In particular, the far limit (4) with A_L is not guaranteed, because the atoms of a ball respond to one another's fields and the response of the whole ball need not be the sum of independent atomic responses.

All numerical values are calculated from the stated model.
